# Thermal Turning Points and Threshold Switching of an Arrhenius Conductor: a numerical check

```python
# Result under test: a conductor with R(T) = Ra*exp(theta*(1/T - 1/Ta)),
# theta = Ea/kB, cooled through a constant thermal resistance Rth, has a
# steady-state voltage V(T) that is stationary at
#     T = (theta/2)*(1 -/+ sqrt(1 - 4*Ta/theta)),   if Ea > 4*kB*Ta.
# The lower root is a voltage maximum: the thermal switching threshold.
# Ta: ambient temperature (K); Ra: resistance at Ta (ohm); Rth: K/W.
# Time is measured in units of the thermal time constant Rth*C.
import numpy as np
from scipy.constants import k, e
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar

kB = k / e                      # eV/K
Ea, Ta, Ra, Rth = 0.3, 300.0, 1.0e6, 1.0e6
theta = Ea / kB


def resistance(T, energy=Ea, r_amb=Ra):
    return r_amb * np.exp(energy / kB * (1 / T - 1 / Ta))


def voltage(T, energy=Ea, r_amb=Ra, r_th=Rth):
    return np.sqrt((T - Ta) * resistance(T, energy, r_amb) / r_th)


def current(T):
    return voltage(T) / resistance(T)


root = np.sqrt(1 - 4 * Ta / theta)
T_low = theta / 2 * (1 - root)
T_high = theta / 2 * (1 + root)

# Turning points by direct extremization, for several prefactors
for r_amb, r_th in [(Ra, Rth), (3.0e4, 2.0e5), (5.0e8, 7.0e6)]:
    peak = minimize_scalar(
        lambda T: -np.log(voltage(T, Ea, r_amb, r_th)),
        bounds=(301, 600), method="bounded", options={"xatol": 1e-7})
    assert abs(peak.x - T_low) < 1e-3
    if r_amb == Ra:
        T_peak_numeric = peak.x
valley = minimize_scalar(lambda T: np.log(voltage(T)), bounds=(1000, 6000),
                         method="bounded", options={"xatol": 1e-6})
assert abs(valley.x - T_high) < 0.05
assert round(T_low) == 332

# Existence condition, tested on both sides of 4*kB*Ta
E_crit = 4 * kB * Ta
grid = np.linspace(301, 6000, 20000)
assert np.all(np.diff(voltage(grid, 0.98 * E_crit)) > 0)
assert np.any(np.diff(voltage(grid, 1.02 * E_crit)) < 0)

# Current is monotonic; dV/dI is negative only between the roots
dI = np.diff(current(grid))
slope = np.diff(voltage(grid)) / dI
mid = (grid[1:] + grid[:-1]) / 2
assert np.all(dI > 0)
assert np.all(slope[mid < T_low - 1] > 0)
assert np.all(slope[(mid > T_low + 1) & (mid < T_high - 1)] < 0)
assert np.all(slope[mid > T_high + 1] > 0)

# Threshold values and the exact resistance ratio
V_th, I_th, R_low = voltage(T_low), current(T_low), resistance(T_low)
assert abs(Ra / R_low / np.exp(T_low / Ta) - 1) < 1e-10
V_closed = np.sqrt((T_low - Ta) * Ra / Rth * np.exp(-T_low / Ta))
assert abs(V_closed / voltage(T_peak_numeric) - 1) < 1e-8


# Time evolution of the heat balance, stopped if 600 K is reached
def reached_600(t, y):
    return y[0] - 600.0


reached_600.terminal = True


def evolve(heating, T_start):
    return solve_ivp(lambda t, y: [Rth * heating(y[0]) - (y[0] - Ta)],
                     (0, 400), [T_start], method="LSODA",
                     events=reached_600, rtol=1e-9, atol=1e-9)


def fixed_voltage(V):
    return lambda T: V**2 / resistance(T)


def cool_state(V):
    return brentq(lambda T: voltage(T) - V, Ta, T_low)


below = evolve(fixed_voltage(0.99 * V_th), Ta)
above = evolve(fixed_voltage(1.01 * V_th), Ta)
assert below.status == 0
assert abs(below.y[0, -1] - cool_state(0.99 * V_th)) < 1e-3
assert above.status == 1

T_op = 400.0
V_op, I_op = voltage(T_op), current(T_op)
falls = evolve(fixed_voltage(V_op), T_op - 1)
runs = evolve(fixed_voltage(V_op), T_op + 1)
held = evolve(lambda T: I_op**2 * resistance(T), Ta)
assert falls.status == 0
assert abs(falls.y[0, -1] - cool_state(V_op)) < 1e-3
assert runs.status == 1
assert held.status == 0 and abs(held.y[0, -1] - T_op) < 1e-3


# Linear growth rates, from finite differences of the heat balance
def growth(heating, T, h=1e-3):
    return Rth * (heating(T + h) - heating(T - h)) / (2 * h) - 1


for T in (315.0, T_low, 400.0):
    gain = (T - Ta) * theta / T**2
    rate_V = growth(fixed_voltage(voltage(T)), T)
    I_fix = current(T)
    rate_I = growth(lambda x: I_fix**2 * resistance(x), T)
    assert abs(rate_V - (gain - 1)) < 1e-5
    assert abs(rate_I + (gain + 1)) < 1e-5

# Expansion in eps = kB*Ta/Ea: the remainder must scale as 5*eps**3
eps = Ta / theta
T_first = Ta * (1 + eps)
T_second = Ta * (1 + eps + 2 * eps**2)
T_third = Ta * (1 + eps + 2 * eps**2 + 5 * eps**3)
small = 1e-3
ratio = (1 - np.sqrt(1 - 4 * small)) / (2 * small)
assert abs((ratio - 1 - small - 2 * small**2) / small**3 - 5) < 0.05

print(f"Activation energy Ea = {Ea:.3f} eV")
print(f"Ambient temperature Ta = {Ta:.1f} K")
print(f"Boltzmann constant kB = {kB:.6e} eV/K")
print(f"Ambient resistance Ra = {Ra:.3e} ohm")
print(f"Thermal resistance Rth = {Rth:.3e} K/W")
print(f"theta = Ea/kB = {theta:.2f} K")
print(f"4*Ta/theta = {4 * Ta / theta:.5f}")
print(f"Square root in the formula = {root:.5f}")
print(f"Minimum activation energy 4*kB*Ta = {E_crit:.4f} eV")
print(f"Lower turning temperature, formula = {T_low:.3f} K")
print(f"Lower turning temperature, numerical = {T_peak_numeric:.3f} K")
print(f"Temperature rise at threshold = {T_low - Ta:.3f} K")
print(f"Upper turning temperature, formula = {T_high:.1f} K")
print(f"Upper turning temperature, numerical = {valley.x:.1f} K")
print(f"Expansion parameter eps = {eps:.5f}")
print(f"First-order estimate = {T_first:.2f} K")
print(f"Second-order estimate = {T_second:.2f} K")
print(f"Third-order estimate = {T_third:.2f} K")
print(f"Resistance at threshold = {R_low:.4e} ohm")
print(f"Resistance ratio Ra/R = {Ra / R_low:.4f}")
print(f"Threshold voltage = {V_th:.4f} V")
print(f"Threshold current = {I_th * 1e6:.3f} microampere")
print(f"Threshold power = {V_th * I_th * 1e6:.3f} microwatt")
print(f"Voltage at upper turning point = {voltage(T_high):.4f} V")
print(f"Final T at 0.99 of threshold voltage = {below.y[0, -1]:.2f} K")
print(f"Time to 600 K at 1.01 of threshold voltage = "
      f"{above.t[-1]:.1f} thermal time constants")
print(f"Fixed voltage {V_op:.4f} V, start 399 K: final T = "
      f"{falls.y[0, -1]:.2f} K")
print(f"Fixed voltage {V_op:.4f} V, start 401 K: 600 K reached after "
      f"{runs.t[-1]:.2f} thermal time constants")
print(f"Fixed current {I_op * 1e6:.3f} microampere, start 300 K: "
      f"final T = {held.y[0, -1]:.2f} K")
print("Steady states: T (K), V (V), I (microampere)")
for T in (310.0, 320.0, T_low, 345.0, 360.0, 400.0):
    print(f"  {T:7.2f}  {voltage(T):.4f}  {current(T) * 1e6:.3f}")
print("all assertions hold")
```

Printed output:

```
Activation energy Ea = 0.300 eV
Ambient temperature Ta = 300.0 K
Boltzmann constant kB = 8.617333e-05 eV/K
Ambient resistance Ra = 1.000e+06 ohm
Thermal resistance Rth = 1.000e+06 K/W
theta = Ea/kB = 3481.36 K
4*Ta/theta = 0.34469
Square root in the formula = 0.80951
Minimum activation energy 4*kB*Ta = 0.1034 eV
Lower turning temperature, formula = 331.581 K
Lower turning temperature, numerical = 331.581 K
Temperature rise at threshold = 31.581 K
Upper turning temperature, formula = 3149.8 K
Upper turning temperature, numerical = 3149.8 K
Expansion parameter eps = 0.08617
First-order estimate = 325.85 K
Second-order estimate = 330.31 K
Third-order estimate = 331.27 K
Resistance at threshold = 3.3112e+05 ohm
Resistance ratio Ra/R = 3.0200
Threshold voltage = 3.2338 V
Threshold current = 9.766 microampere
Threshold power = 31.581 microwatt
Voltage at upper turning point = 0.2802 V
Final T at 0.99 of threshold voltage = 325.14 K
Time to 600 K at 1.01 of threshold voltage = 31.5 thermal time constants
Fixed voltage 2.3444 V, start 399 K: final T = 307.22 K
Fixed voltage 2.3444 V, start 401 K: 600 K reached after 3.21 thermal time constants
Fixed current 42.655 microampere, start 300 K: final T = 400.00 K
Steady states: T (K), V (V), I (microampere)
   310.00  2.6225  3.813
   320.00  3.1119  6.427
   331.58  3.2338  9.766
   345.00  3.1472  14.298
   360.00  2.9451  20.373
   400.00  2.3444  42.655
all assertions hold
```
